# Electric field gradient of p and d electrons, and quadrupole coupling: verification in Python

```python
"""
Result under test: the electric field gradient (EFG) at a nucleus from one
electron is V_zz = -(4/5)<r^-3> for p_z and -(4/7)<r^-3> for d_z2 (atomic units).
For a p shell with real symmetric population matrix P,
    V_ij = -<r^-3> [ (6/5) P_ij - (2/5) delta_ij Tr P ].
V_ij : traceless second derivative of the electrons' electrostatic potential
Q    : nuclear quadrupole moment;  C_Q = e Q V_zz / h
eta  : (V_xx - V_yy)/V_zz with |V_zz| >= |V_yy| >= |V_xx|
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from pyscf import gto

# Exact angular averages, u = cos(theta)
u = sp.symbols("u", real=True)


def mean_cos2(weight):
    return (sp.integrate(sp.expand(u**2 * weight), (u, -1, 1))
            / sp.integrate(sp.expand(weight), (u, -1, 1)))


cos2_p = mean_cos2(u**2)
cos2_d = mean_cos2((3 * u**2 - 1)**2)
factor_p = 3 * cos2_p - 1
factor_d = 3 * cos2_d - 1
assert factor_p == sp.Rational(4, 5)
assert factor_d == sp.Rational(4, 7)

# Potential of Gaussian orbitals from Coulomb integrals, differentiated
# numerically at the nucleus; no angular formula enters here.
ALPHA = 1.0
STEP = 0.01
TOL = 1e-5  # covers truncation of the fourth-order difference stencil


def make_shell(l):
    return gto.M(atom="H 0 0 0", basis={"H": [[l, [ALPHA, 1.0]]]},
                 spin=1, verbose=0)


def potential(mol, populations, point):
    with mol.with_rinv_origin(point):
        integrals = mol.intor("int1e_rinv")
    return -np.sum(populations * integrals)


def second_derivative(mol, populations, direction):
    weights = {-2: -1, -1: 16, 0: -30, 1: 16, 2: -1}
    total = sum(w * potential(mol, populations, k * STEP * direction)
                for k, w in weights.items())
    return total / (12 * STEP**2)


def numerical_hessian(mol, populations):
    axes = np.eye(3)
    hess = np.zeros((3, 3))
    for i in range(3):
        hess[i, i] = second_derivative(mol, populations, axes[i])
    for i in range(3):
        for j in range(i):
            diagonal = (axes[i] + axes[j]) / np.sqrt(2)
            curvature = second_derivative(mol, populations, diagonal)
            hess[i, j] = curvature - (hess[i, i] + hess[j, j]) / 2
            hess[j, i] = hess[i, j]
    return hess


def radial_r3(l):
    top = quad(lambda r: r**(2*l - 1) * np.exp(-2*ALPHA*r*r), 0, np.inf)[0]
    norm = quad(lambda r: r**(2*l + 2) * np.exp(-2*ALPHA*r*r), 0, np.inf)[0]
    return top / norm


def p_shell_efg(populations, r3):
    return -r3 * (6/5 * populations - 2/5 * np.trace(populations) * np.eye(3))


s_shell, p_shell, d_shell = make_shell(0), make_shell(1), make_shell(2)
r3_p, r3_d = radial_r3(1), radial_r3(2)

hess_pz = numerical_hessian(p_shell, np.diag([0.0, 0.0, 1.0]))
hess_px = numerical_hessian(p_shell, np.diag([1.0, 0.0, 0.0]))
hess_dz2 = numerical_hessian(d_shell, np.diag([0.0, 0.0, 1.0, 0.0, 0.0]))
axial = np.diag([-0.5, -0.5, 1.0])
assert np.allclose(hess_pz, -float(factor_p) * r3_p * axial, atol=TOL)
assert np.allclose(hess_dz2, -float(factor_d) * r3_d * axial, atol=TOL)
assert abs(hess_px[2, 2] - 2/5 * r3_p) < TOL

# An s electron gives only the isotropic term (4 pi/3) n(0)
hess_s = numerical_hessian(s_shell, np.eye(1))
density_s = s_shell.eval_gto("GTOval_sph", np.zeros((1, 3)))[0, 0]**2
assert np.allclose(hess_s, 4*np.pi/3 * density_s * np.eye(3), atol=TOL)

# An equally filled p shell gives no field gradient
hess_full = numerical_hessian(p_shell, 2 * np.eye(3))
assert np.allclose(hess_full - np.trace(hess_full)/3*np.eye(3), 0, atol=TOL)

# Worked example with round model parameters
r3_model = 2.0
Q_barn = 0.1
pop = np.array([[1.2, 0.0, 0.0],
                [0.0, 1.3, 0.15],
                [0.0, 0.15, 1.7]])
assert np.allclose(numerical_hessian(p_shell, pop),
                   p_shell_efg(pop, r3_p), atol=TOL)
V = p_shell_efg(pop, r3_model)
assert abs(np.trace(V)) < 1e-12


def asymmetry(ordered):
    return (ordered[0] - ordered[1]) / ordered[2]


values, vectors = np.linalg.eigh(V)
order = np.argsort(np.abs(values))
principal = values[order]
main_axis = vectors[:, order[2]]
eta = asymmetry(principal)
assert 0 <= eta <= 1

# Hand solution: x decouples, the yz block is a quadratic equation
centre = (V[1, 1] + V[2, 2]) / 2
half_gap = (V[1, 1] - V[2, 2]) / 2
root = np.hypot(half_gap, V[1, 2])
by_hand = sorted([V[0, 0], centre + root, centre - root], key=abs)
assert np.allclose(by_hand, principal, atol=1e-12)
tilt = np.degrees(np.arctan(main_axis[1] / main_axis[2]))
tilt_by_hand = np.degrees(0.5 * np.arctan2(2*pop[1, 2], pop[2, 2]-pop[1, 1]))
assert abs(tilt - tilt_by_hand) < 1e-8

# Units: field gradient from Coulomb's law, checked against tabulated unit
a0 = const.physical_constants["Bohr radius"][0]
efg_unit = const.e / (4 * np.pi * const.epsilon_0 * a0**3)
efg_table = const.physical_constants[
    "atomic unit of electric field gradient"][0]
assert abs(efg_unit / efg_table - 1) < 1e-8

BARN = 1e-28  # m^2, definition of the barn


def coupling_MHz(vzz_au):
    return const.e * Q_barn * BARN * vzz_au * efg_unit / const.h / 1e6


C_Q = coupling_MHz(principal[2])
hartree_Hz = const.physical_constants["hartree-hertz relationship"][0]
C_Q_atomic = Q_barn * BARN / a0**2 * principal[2] * hartree_Hz / 1e6
assert abs(C_Q / C_Q_atomic - 1) < 1e-8

# Wrong reading: diagonal elements taken as principal values
naive = np.array(sorted(np.diag(V), key=abs))
naive_eta = asymmetry(naive)
naive_C_Q = coupling_MHz(naive[2])
assert abs(naive_C_Q) < abs(C_Q) and abs(naive_eta - eta) > 0.05

print("Angular averages (dimensionless)")
print(f"  <cos^2> p_z = {cos2_p}, d_z2 = {cos2_d}")
print(f"  <3cos^2-1> p_z = {factor_p}, d_z2 = {factor_d}")
print("Numerical derivative of the potential, Gaussian orbitals")
print(f"  Gaussian exponent = {ALPHA:.1f} a0^-2")
print(f"  <r^-3> p = {r3_p:.5f} a0^-3, d = {r3_d:.5f} a0^-3")
print(f"  V_zz p_z  = {hess_pz[2, 2]:.5f} a.u.")
print(f"  V_zz d_z2 = {hess_dz2[2, 2]:.5f} a.u.")
print(f"  V_zz/<r^-3> p_z  = {hess_pz[2, 2]/r3_p:.4f}")
print(f"  V_zz/<r^-3> d_z2 = {hess_dz2[2, 2]/r3_d:.4f}")
print(f"  V_zz/<r^-3> p_x  = {hess_px[2, 2]/r3_p:.4f}")
print("Model input")
print(f"  <r^-3> = {r3_model:.1f} a0^-3, Q = {Q_barn:.1f} barn")
print(f"  P_xx = {pop[0, 0]:.2f}, P_yy = {pop[1, 1]:.2f} electrons")
print(f"  P_zz = {pop[2, 2]:.2f}, P_yz = {pop[1, 2]:.2f} electrons")
print(f"  Tr P = {np.trace(pop):.2f} electrons")
print(f"One electron at the model <r^-3>")
print(f"  V_zz p_z  = {-float(factor_p)*r3_model:.4f} a.u.")
print(f"  V_zz d_z2 = {-float(factor_d)*r3_model:.4f} a.u.")
print("Tensor in crystal axes (a.u.)")
print(f"  V_xx = {V[0, 0]:.4f}, V_yy = {V[1, 1]:.4f}")
print(f"  V_zz = {V[2, 2]:.4f}, V_yz = {V[1, 2]:.4f}")
print("Block yz (a.u.)")
print(f"  centre = {centre:.4f}, half gap = {half_gap:.4f}")
print(f"  square root = {root:.4f}")
print("Principal values, ordered (a.u.)")
print(f"  V_xx = {principal[0]:.4f}, V_yy = {principal[1]:.4f}")
print(f"  V_zz = {principal[2]:.4f}")
print(f"  tilt of main axis from z towards y = {tilt:.2f} degrees")
print("Conversion")
print(f"  1 a.u. of field gradient = {efg_unit:.5e} V/m^2")
print(f"  V_zz = {principal[2]*efg_unit:.4e} V/m^2")
print(f"  e/h = {const.e/const.h:.5e} Hz/V")
print(f"  C_Q = {C_Q:.3f} MHz")
print(f"  eta = {eta:.4f}")
print("Wrong reading of the diagonal elements")
print(f"  C_Q = {naive_C_Q:.3f} MHz, eta = {naive_eta:.4f}")
print("every check passed")
```

Output:

```
Angular averages (dimensionless)
  <cos^2> p_z = 3/5, d_z2 = 11/21
  <3cos^2-1> p_z = 4/5, d_z2 = 4/7
Numerical derivative of the potential, Gaussian orbitals
  Gaussian exponent = 1.0 a0^-2
  <r^-3> p = 2.12769 a0^-3, d = 0.85108 a0^-3
  V_zz p_z  = -1.70215 a.u.
  V_zz d_z2 = -0.48633 a.u.
  V_zz/<r^-3> p_z  = -0.8000
  V_zz/<r^-3> d_z2 = -0.5714
  V_zz/<r^-3> p_x  = 0.4000
Model input
  <r^-3> = 2.0 a0^-3, Q = 0.1 barn
  P_xx = 1.20, P_yy = 1.30 electrons
  P_zz = 1.70, P_yz = 0.15 electrons
  Tr P = 4.20 electrons
One electron at the model <r^-3>
  V_zz p_z  = -1.6000 a.u.
  V_zz d_z2 = -1.1429 a.u.
Tensor in crystal axes (a.u.)
  V_xx = 0.4800, V_yy = 0.2400
  V_zz = -0.7200, V_yz = -0.3600
Block yz (a.u.)
  centre = -0.2400, half gap = 0.4800
  square root = 0.6000
Principal values, ordered (a.u.)
  V_xx = 0.3600, V_yy = 0.4800
  V_zz = -0.8400
  tilt of main axis from z towards y = 18.43 degrees
Conversion
  1 a.u. of field gradient = 9.71736e+21 V/m^2
  V_zz = -8.1626e+21 V/m^2
  e/h = 2.41799e+14 Hz/V
  C_Q = -19.737 MHz
  eta = 0.1429
Wrong reading of the diagonal elements
  C_Q = -16.917 MHz, eta = 0.3333
every check passed
```
